# Harmonic signals of a photoelastic-modulator reflectance-anisotropy spectrometer

## 1. Two simple samples

Light polarised along a direction $u$ falls at normal incidence on a surface whose principal axes $x$ and $y$ lie at $45^\circ$ to $u$. The direction $v$ is perpendicular to $u$, and $x$ lies halfway between $u$ and $v$. After reflection, the $v$ component is delayed by a phase $\Gamma$, and an analyser halfway between $u$ and $v$ passes the light to a detector.

Take first a sample that reflects $x$ and $y$ with slightly different amplitudes and equal phases: $r_x=r(1+a)$, $r_y=r(1-a)$, with $r$ and $a$ real. The incident field has components of equal size along $x$ and $y$. The reflected field has unequal ones, so it is still linearly polarised but slightly turned. Its components are $E_u=r$ and $E_v=ra$. The detector receives

$$I=\tfrac12 r^2|1+ae^{i\Gamma}|^2=\tfrac12r^2(1+a^2+2a\cos\Gamma).$$

Now replace $a$ by $ib$ with $b$ real. For small $b$ this sample changes the relative phase of $x$ and $y$, and the reflected light is slightly elliptical:

$$I=\tfrac12 r^2|1+ibe^{i\Gamma}|^2=\tfrac12r^2(1+b^2-2b\sin\Gamma).$$

A photoelastic modulator makes the delay oscillate, $\Gamma=\delta\sin\Omega t$. Half a period later $\Gamma$ has changed sign. The first intensity is then the same as before, so it repeats twice per period and contains even harmonics only. The varying part of the second intensity has changed sign, so it contains odd harmonics only. Thus an amplitude difference appears at $2\Omega$ and a phase difference at $\Omega$. What remains is to treat both together and find the weights.

## 2. Conventions and the reflected field

Fields vary as $e^{-i\omega t}$, so a delay multiplies a field by $e^{+i\Gamma}$. The transverse axes are fixed in the laboratory and are the same before and after reflection. The light is monochromatic and fully polarised, and the detector is linear. Define

$$\bar r=\frac{r_x+r_y}{2},\qquad z\equiv\frac{\Delta r}{r}=\frac{r_x-r_y}{\bar r}=\frac{2(r_x-r_y)}{r_x+r_y}.$$

With $\hat x=(\hat u+\hat v)/\sqrt2$ and $\hat y=(-\hat u+\hat v)/\sqrt2$, the incident unit field is $\hat u=(\hat x-\hat y)/\sqrt2$. Reflection multiplies each component by its own coefficient:

$$\mathbf E=\frac{r_x\hat x-r_y\hat y}{\sqrt2}
=\frac{r_x+r_y}{2}\hat u+\frac{r_x-r_y}{2}\hat v
=\bar r\left(\hat u+\frac z2\hat v\right).$$

The anisotropy therefore creates a $v$ component, which is absent for an isotropic surface.

## 3. Intensity at the detector

The modulator multiplies $E_v$ by $e^{i\Gamma}$. The analyser projects on $(\hat u+\hat v)/\sqrt2$, so

$$I=\frac{|\bar r|^2}{2}\left|1+\frac z2e^{i\Gamma}\right|^2
=\frac{|\bar r|^2}{2}\left[1+\frac{|z|^2}{4}+\mathrm{Re}(ze^{i\Gamma})\right].$$

The last term is twice the real part of the cross term $\tfrac12ze^{i\Gamma}$. Take out the constant $1+|z|^2/4$ and define

$$C+iS=\frac{z}{1+|z|^2/4}.$$

Since $\mathrm{Re}[(C+iS)e^{i\Gamma}]=C\cos\Gamma-S\sin\Gamma$,

$$I=I_0\,[1+C\cos\Gamma-S\sin\Gamma].\tag{1}$$

The minus sign comes from $i^2$. No small-anisotropy approximation has been made.

The meaning of $C$ and $S$ follows from writing them with $R_x=|r_x|^2$ and $R_y=|r_y|^2$. First,

$$|\bar r|^2\left(1+\frac{|z|^2}{4}\right)=\frac{|r_x+r_y|^2+|r_x-r_y|^2}{4}=\frac{R_x+R_y}{2}.$$

Next,

$$|\bar r|^2z=(r_x-r_y)\bar r^*
=\frac{R_x-R_y+r_xr_y^*-r_x^*r_y}{2}
=\frac{R_x-R_y+2i\,\mathrm{Im}(r_xr_y^*)}{2}.$$

Division gives

$$C=\frac{R_x-R_y}{R_x+R_y},\qquad S=\frac{2\,\mathrm{Im}(r_xr_y^*)}{R_x+R_y}.\tag{2}$$

$C$ is the contrast of two reflectances. $S$ vanishes when $r_x$ and $r_y$ have equal phases.

## 4. The harmonics

Put $\varphi=\Omega t$. The Bessel function of integer order is the Fourier coefficient

$$J_n(\delta)=\frac1{2\pi}\int_0^{2\pi}e^{i(\delta\sin\varphi-n\varphi)}d\varphi,
\qquad e^{i\delta\sin\varphi}=\sum_{n=-\infty}^{\infty}J_n(\delta)e^{in\varphi}.$$

Replacing $\varphi$ by $\pi-\varphi$ in the integral for $J_{-n}$ leaves $\sin\varphi$ unchanged and gives $J_{-n}=(-1)^nJ_n$. The terms $n$ and $-n$ therefore add to $2J_n\cos n\varphi$ for even $n$ and to $2iJ_n\sin n\varphi$ for odd $n$. The real and imaginary parts are

$$\cos\Gamma=J_0+2J_2\cos2\Omega t+\dots,\qquad
\sin\Gamma=2J_1\sin\Omega t+\dots,$$

where the dots are higher even and higher odd harmonics respectively. Insert these in (1). The mean is $I_0(1+J_0C)$. Let $s_1$ and $c_2$ be the peak coefficients of $\sin\Omega t$ and $\cos2\Omega t$ divided by this mean:

$$s_1=-\frac{2J_1(\delta)S}{1+J_0(\delta)C},\qquad
c_2=\frac{2J_2(\delta)C}{1+J_0(\delta)C}.\tag{3}$$

For $|z|\ll1$, keeping first order in $z$,

$$s_1\simeq-2J_1(\delta)\,\mathrm{Im}\frac{\Delta r}{r},\qquad
c_2\simeq2J_2(\delta)\,\mathrm{Re}\frac{\Delta r}{r}.\tag{4}$$

The first harmonic, weighted by $J_1$, carries the imaginary part. The second, weighted by $J_2$, carries the real part.

The signs depend on conventions. If $u$ is delayed instead of $v$, $\Gamma$ changes sign and so does $s_1$, but not $c_2$. With fields written as $e^{+i\omega t}$, the same sample has the conjugate $z$; the intensity is unchanged, so the formula for $s_1$ in terms of $\mathrm{Im}\,z$ acquires a plus sign. Turning the analyser to the other diagonal replaces $z$ by $-z$ in the intensity. Both numerators in (3) change sign and the denominator becomes $1-J_0C$, so both signals are reversed to first order in $z$, and exactly where $J_0=0$.

Formula (3) was compared with Fourier coefficients of the time-sampled intensity, obtained by multiplying the matrices of the optical elements. For 60 random samples with reflection amplitudes from 0.2 to 0.9, phase differences within $\pm1.3$ rad and $\delta$ from 0.5 to 3.2 rad, the largest difference was $9\times10^{-16}$.

## 5. Limits and inversion

**Weak modulation.** For $\delta\ll1$, $J_0\simeq1$, $J_1\simeq\delta/2$ and $J_2\simeq\delta^2/8$. Hence $s_1\simeq-\delta S/(1+C)$ and $c_2\simeq\delta^2C/[4(1+C)]$. The real part is lost first, because the intensity depends on it through $\cos\Gamma$, which is flat at $\Gamma=0$.

**Strong anisotropy.** If the surface reflects only $x$, then $r_y=0$, $z=2$, $C=1$ and $S=0$. The first harmonic vanishes and $c_2=2J_2/(1+J_0)$. If instead $r_y=-r_x$, then (2) gives $C=S=0$: all the light has been turned into $v$, no $u$ component is left to interfere with it, and both harmonics vanish although the anisotropy is large.

**Inversion.** Multiplying out the second equation in (3) gives $c_2=C(2J_2-J_0c_2)$. Therefore

$$C=\frac{c_2}{2J_2-J_0c_2},\qquad S=-\frac{s_1(1+J_0C)}{2J_1}.$$

To return to $z$, let $w=|z|^2/4$. Then $C^2+S^2=4w/(1+w)^2$ and

$$1-C^2-S^2=\frac{(1+w)^2-4w}{(1+w)^2}=\left(\frac{1-w}{1+w}\right)^2.$$

For $|z|<2$ the positive root is $(1-w)/(1+w)$, and one plus this root is $2/(1+w)$. Since $z=(1+w)(C+iS)$,

$$z=\frac{2(C+iS)}{1+\sqrt{1-C^2-S^2}}.$$

The condition $|z|<2$ means $|r_x-r_y|<|r_x+r_y|$, or $\mathrm{Re}(r_xr_y^*)>0$: the two reflection phases differ by less than $90^\circ$. Without this knowledge the two harmonics leave two possible values of $z$.

**Choice of $\delta$.** At the first zero of $J_0$, $\delta=2.405$ rad, the mean intensity no longer depends on $C$. There $J_1=0.519$ and $J_2=0.432$, so both channels are usable. The sensitivity to a wrong depth follows from $J_1'=J_0-J_1/\delta$ and $J_2'=J_1-2J_2/\delta$. At this zero the recurrence $J_0+J_2=2J_1/\delta$ gives $J_1=\delta J_2/2$, and

$$\frac{d\ln J_1}{d\ln\delta}=-1,\qquad \frac{d\ln J_2}{d\ln\delta}=\frac{\delta^2}{2}-2\simeq0.89.$$

At this depth a depth error changes the two channels in opposite directions. This holds only between the maxima of $J_1$ (1.84 rad) and $J_2$ (3.05 rad); at $\delta=1$ both channels rise with depth and at $\delta=\pi$ both fall.

## 6. When the roles change

Suppose that the modulator, or a plate with the same axes, has a static retardation $\Gamma_0$. Then $\Gamma=\Gamma_0+\delta\sin\Omega t$, and the intensity contains

$$\mathrm{Re}\left[(C+iS)e^{i\Gamma_0}e^{i\delta\sin\Omega t}\right].$$

Everything in Section 4 holds with $C+iS$ replaced by $(C+iS)e^{i\Gamma_0}$. A small $\Gamma_0$ mixes the channels by a fraction $\Gamma_0$. A quarter wave, $\Gamma_0=\pi/2$, gives $i(C+iS)=-S+iC$, hence

$$s_1=-\frac{2J_1C}{1-J_0S},\qquad c_2=-\frac{2J_2S}{1-J_0S}.$$

Now the first harmonic carries the real part. The identification in (4) thus belongs to the stated arrangement without static retardation, not to the harmonic numbers by themselves.

## 7. Errors that imitate anisotropy

The following results hold to first order in $z$ and in each error; products of small quantities are dropped.

**Azimuths.** Let the polariser be turned by $p$, the modulator by $m$ and the analyser by $a$, all from $u$ towards $v$. The reflected field is $\bar r(1,\,z/2+p)$. In the turned modulator axes its second component is $\bar r(z/2+p-m)$. The analyser stands at $\alpha=45^\circ+a-m$ to the modulator, so

$$I=|\bar r|^2\left[\cos^2\alpha+\sin2\alpha\,\mathrm{Re}\{(z/2+p-m)e^{i\Gamma}\}\right].$$

Here $\cos^2\alpha\simeq\tfrac12-(a-m)$ and $\sin2\alpha\simeq1$. After division by the mean, the correction $a-m$ multiplies an already small signal and drops out at this order. It remains as a gain factor $\tan\alpha\simeq1+2(a-m)$ on the reading, 0.35% for $0.1^\circ$ and 3.5% for $1^\circ$, which turning the sample does not remove. The apparent anisotropy is $z+2(p-m)$. This error is real and enters the second harmonic.

**Window strain.** Let windows with axes $x,y$ delay $x$ relative to $y$ by a total $\varepsilon$ over both passes. Then $r_x\to r_xe^{i\varepsilon/2}$ and $r_y\to r_ye^{-i\varepsilon/2}$. The difference gains $i\varepsilon(r_x+r_y)/2$, while the sum changes at second order, so $z\to z+i\varepsilon$. This error enters the first harmonic.

**Polar Kerr effect.** Magnetisation normal to the surface adds an antisymmetric part to the reflection matrix, which sends a fraction $\kappa$ of the $u$ field into $v$ and $-\kappa$ of the $v$ field into $u$. For the incident $u$ field, $z/2\to z/2+\kappa$, so $z\to z+2\kappa$. As $\kappa$ is complex, both channels are affected.

**Sample azimuth.** If the sample is turned by $\theta$, its $x$ axis lies at $\psi=45^\circ+\theta$ to $u$. Projection gives

$$E_u=\bar r\left(1+\frac z2\cos2\psi\right),\qquad E_v=\bar r\,\frac z2\sin2\psi.$$

Because $\sin2\psi=\cos2\theta$, the reading is $z\cos2\theta$ to first order. At $\theta=90^\circ$ it is $-z$.

The polariser, modulator and window offsets stay fixed in the laboratory when the sample is turned. So does the Kerr term, since an antisymmetric $2\times2$ matrix is unchanged by rotation, provided that the normal magnetisation is unchanged. With a total offset $o$, the two readings are $z+o$ and $-z+o$. Half their difference is $z$.

## 8. Worked example: a cobalt film

An hcp-Co film with its $c$ axis in the surface plane has a uniaxial crystal structure, which permits anisotropy at normal incidence. At 2.00 eV the wavelength is 619.92 nm. Take $N_x=2.30+4.20i$ along $c$ and $N_y=2.20+4.20i$ across it.

For a thick film in air, $r=(1-N)/(1+N)$. This gives $r_x=-0.76866-0.29443i$ and $r_y=-0.77044-0.30129i$, hence $R_x=0.67753$ and $R_y=0.68436$. From (2),

$$C=\frac{0.67753-0.68436}{0.67753+0.68436}\simeq-5.0\times10^{-3}.$$

The unrounded coefficients give $C=-5.01\times10^{-3}$, $S=-6.98\times10^{-3}$ and $z=(-5.01-6.98i)\times10^{-3}$.

A purely real index difference has produced both parts. To see why, differentiate $\ln r$:

$$\frac{d\ln r}{dN}=-\frac1{1-N}-\frac1{1+N}=\frac{2}{N^2-1},
\qquad z\simeq\frac{2(N_x-N_y)}{N^2-1}.$$

At the mean index $N=2.25+4.20i$ the denominator is complex, and this estimate agrees with $z$ to the digits given. The two harmonics therefore separate the parts of $\Delta r/r$, not refraction from absorption.

The peak retardation is $\delta=2.405$ rad, or $2.4048\times619.92/(2\pi)=237.27$ nm. For a mean detector signal of 1 V, formula (3) gives

$$s_1:\ -2(0.51915)(-6.979\times10^{-3})\ \mathrm V=+7.25\ \mathrm{mV},$$
$$c_2:\ 2(0.43175)(-5.014\times10^{-3})\ \mathrm V=-4.33\ \mathrm{mV}.$$

These are peak values. An instrument that displays rms values shows magnitudes of 5.12 mV and 3.06 mV. Using (4) instead of the full inversion changes $z$ by $1.6\times10^{-7}$, in agreement with the leading difference $|z|^3/4$ at this depth, where $J_0=0$. At other depths the denominator $1+J_0C$ in (3) makes the difference second order in $z$.

Now turn the polariser by $0.10^\circ$, add 0.30 nm of window retardance, and tilt the magnetisation $1^\circ$ out of the plane. For a fully normal magnetisation assume $\kappa=(5+i)\times10^{-3}$, scaled here by $\sin1^\circ$. The shifts, in units of $10^{-3}$, are $3.49$, $3.04i$ and $0.17+0.03i$. The first is 70% of $|\mathrm{Re}\,z|$ and the second 44% of $|\mathrm{Im}\,z|$. With all three present the readings are

$$-1.349-3.904i\quad\text{and}\quad 8.680+10.054i$$

before and after a $90^\circ$ sample rotation. Half their difference is $-5.015-6.979i$, the original $z$ to these digits. These readings include only the polar Kerr term; the in-plane part of the magnetisation adds the quadratic term sized in Section 9, which the subtraction does not remove if the magnetisation turns with the sample.

## 9. The model beside a real film

The mean index is a rough typical value for cobalt in the visible, and the assumed Kerr amplitude is a rough size for a metallic ferromagnet. The index difference of 0.10 is a round choice, not a measured anisotropy, so the millivolt signals are not predictions for a particular film. A real cobalt surface in air breaks the assumption of a bare metal. A lossless, isotropic 2 nm oxide of index 2.3 shifts $z$ by $(-0.06-0.32i)\times10^{-3}$, about 4% of $|z|$. Sample rotation does not remove this shift, because the layer changes the sample's own anisotropy. An absorbing or anisotropic oxide would need its own calculation.

Other omissions can be sized for the same film:

- Incidence at $3^\circ$ in a plane containing the laboratory $x$ direction shifts $z$ by $(-0.54+1.01i)\times10^{-3}$, about 13% of $|z|$. The plane of incidence stays fixed when the sample turns, so half the difference removes this shift to first order, provided the rotation axis is the surface normal; if turning the sample changes the angle of incidence by $0.1^\circ$, about 0.45% of $|z|$ is left. This estimate leaves out magneto-optic terms linear in an in-plane magnetisation, which also appear at oblique incidence and need not cancel if the magnetisation turns with the sample.
- A thickness of 100 nm on glass of index 1.5, instead of a thick film, changes $z$ by about 0.3% of $|z|$.
- With magnetisation along $c$, there is also an effect quadratic in the magneto-optic constant $Q$. If the permittivity is taken linear in the magnetisation, the field across the magnetisation sees $N^2(1-Q^2)$, and the field along it sees $N^2$; permittivity terms quadratic in the magnetisation, which real ferromagnets also have, are left out of this estimate. With $Q$ inferred from $|\kappa|=|NQ/(N^2-1)|$, the contribution is $|z|=0.13\times10^{-3}$, or 1.5% of the crystal term. It turns with the sample if the magnetisation follows $c$, and then it cannot be separated by rotation.
- A modulation depth 1% too large, at fixed $z$, changes the first harmonic by $-1.025\%$ and the second by $+0.87\%$, close to the slopes in Section 5.
- With a 50 kHz modulator and a single-pole detector bandwidth of 1 MHz, the amplitude losses are 0.12% at $\Omega$ and 0.50% at $2\Omega$.

For these parameters, azimuth and window errors matter most in a single reading. After the two-azimuth subtraction, the oxide is the largest of the remaining effects sized here. The full values are in the numerical output.

## Numbers as computed

```
Largest signal-formula error: 8.9e-16
Largest inversion error: 1.5e-14
Photon energy: 2.00 eV
Wavelength: 619.92 nm
Index along c axis (x): 2.30 +4.20i
Index across c axis (y): 2.20 +4.20i
r_x: -0.76866 -0.29443i
r_y: -0.77044 -0.30129i
R_x: 0.67753
R_y: 0.68436
z = Delta r/r: -5.0145 -6.9790i x 1e-3
z from index difference: -5.0142 -6.9799i x 1e-3
C + iS: -5.0144 -6.9789i x 1e-3
PEM peak retardation: 2.4048 rad
PEM peak retardation: 237.27 nm
J1(delta): 0.51915
J2(delta): 0.43175
Mean detector signal: 1.0 V
sin(Omega t) peak coefficient: 7.2461 mV
cos(2 Omega t) peak coefficient: -4.3300 mV
First harmonic, rms size: 5.1238 mV
Second harmonic, rms size: 3.0618 mV
Recovered z, exact: -5.0145 -6.9790i x 1e-3
Error of small-z recovery: 1.6e-07
Polariser error: 0.10 deg
  shift of z: 3.4907 -0.0000i x 1e-3
Window retardance: 0.30 nm
  shift of z: 0.0000 +3.0406i x 1e-3
Polar Kerr amplitude: 5.0 +1.0i mrad
Magnetisation tilt: 1.0 deg
  shift of z: 0.1745 +0.0349i x 1e-3
Reading with these 3 errors: -1.3493 -3.9035i x 1e-3
Same, sample turned 90 deg: 8.6798 +10.0544i x 1e-3
Half difference: -5.0146 -6.9789i x 1e-3
Incidence angle: 3.0 deg
  shift of z: -0.5436 +1.0148i x 1e-3
Film thickness: 100.0 nm
Glass index: 1.5
  shift of z: -0.02112 +0.01572i x 1e-3
Oxide thickness: 2.0 nm
Oxide index: 2.3
  shift of z: -0.0580 -0.3213i x 1e-3
Quadratic magneto-optic |z|: 0.1270 x 1e-3
1% deeper PEM: 1st harmonic: -1.025 %
1% deeper PEM: 2nd harmonic: 0.872 %
PEM frequency: 50.0 kHz
Detector bandwidth: 1000.0 kHz
Detector loss, 1st harmonic: 0.125 %
Detector loss, 2nd harmonic: 0.496 %
```
